# Gate Voltage That Fully Depletes an Oxide Thin-Film Transistor

## Problem

An n-type oxide film of thickness \(t=50\) nm has a uniform net donor density \(N=10^{17}\ \mathrm{cm^{-3}}\) and relative permittivity 10. It lies on \(d=100\) nm of silicon dioxide (relative permittivity 3.9) with a gate electrode underneath. The temperature is 300 K, and source and drain are held at the same potential.

(a) In the depletion approximation, find how the depletion depth depends on the gate voltage, and the gate voltage, measured from flat band, that depletes the whole film.

(b) Find how many electrons remain at that voltage, and the voltage that leaves one in a thousand.

(c) Estimate how traps and charge on the back surface move the result, and check the other neglected effects.

## Solution

### Conventions and assumptions

Let \(U=V_G-V_{FB}\), where the flat-band voltage \(V_{FB}\) absorbs the work-function difference and any fixed charge present at flat band. The coordinate \(z\) runs from the insulator interface, \(z=0\), to the back of the film, \(z=t\). The potential \(\phi(z)\) is zero in neutral film, so the gate, at \(z=-d\), has potential \(U\). The permittivities are \(\varepsilon_s\) (film) and \(\varepsilon_i\) (insulator), \(C_i=\varepsilon_i/d\), and \(q>0\) is the elementary charge.

All donors are ionized, holes are absent, and no field leaves the back surface. Traps and back charge are left out until part (c). The depletion approximation takes the film as empty of electrons for \(0<z<w\) and neutral beyond.

### (a) Depletion depth and full depletion

A negative \(U\) repels electrons and uncovers donors. In the depleted layer Poisson's equation is

\[
\phi''=-\frac{qN}{\varepsilon_s},\qquad \phi(w)=0,\quad \phi'(w)=0 .
\]

The two conditions hold because the film beyond \(w\) is neutral and field-free. Integrating twice from \(w\),

\[
\phi'(z)=\frac{qN}{\varepsilon_s}(w-z),\qquad
\phi(z)=-\frac{qN}{2\varepsilon_s}(w-z)^2 .
\]

The interface therefore lies at \(\phi(0)=-qNw^2/(2\varepsilon_s)\). With no interface charge, \(\varepsilon\phi'\) is continuous there, so the slope in the insulator is \(qNw/\varepsilon_i\), and

\[
\phi(0)-U=\frac{qNw}{\varepsilon_i}\,d=\frac{qNw}{C_i}.
\]

Solving for \(U\),

\[
-U=\frac{qNw}{C_i}+\frac{qNw^2}{2\varepsilon_s}. \tag{1}
\]

Multiplying by \(2\varepsilon_s/(qN)\) gives \(w^2+2(\varepsilon_s/C_i)w+2\varepsilon_sU/(qN)=0\), whose positive root is

\[
w=-\frac{\varepsilon_s}{C_i}+\sqrt{\left(\frac{\varepsilon_s}{C_i}\right)^2-\frac{2\varepsilon_sU}{qN}} .
\]

The edge reaches the back when \(w=t\):

\[
\boxed{\,U_{fd}=-\left(\frac{qNt}{C_i}+\frac{qNt^2}{2\varepsilon_s}\right)} \tag{2}
\]

The donor charge is \(qNt=0.0801\ \mathrm{\mu C/cm^2}\) and \(C_i=34.53\ \mathrm{nF/cm^2}\), so the insulator drop is

\[
\frac{80.1\ \mathrm{nC/cm^2}}{34.53\ \mathrm{nF/cm^2}}=2.320\ \mathrm V .
\]

The film field falls linearly from \(qNt/\varepsilon_s=0.0905\) MV/cm at the interface to zero at the back. The band bending is half the product of this field and the thickness:

\[
\tfrac12\,(9.05\times10^4\ \mathrm{V/cm})(5\times10^{-6}\ \mathrm{cm})=0.226\ \mathrm V .
\]

Hence \(U_{fd}=-(2.320+0.226)\ \mathrm V=-2.55\ \mathrm V\): the gate must be 2.55 V below flat band.

**Limits.** The ratio of the film term to the insulator term is \(tC_i/(2\varepsilon_s)\), here about 0.10. When it is small, \(U_{fd}\approx-qNt/C_i\), linear in both thicknesses. When it is large, the voltage grows as \(t^2\) and hardly depends on the insulator. In both limits it is proportional to \(N\): 10% more donors give \(-2.80\) V.

**Half depletion.** For \(w=t/2\) the first term of (1) is halved and the second quartered, so \(U=-(1.160+0.057)\ \mathrm V=-1.217\) V. A numerical solution of Poisson's equation with Boltzmann electrons, which assumes no sharp edge, gives an uncovered charge equivalent to 24.5 nm instead of 25 nm.

The difference comes from the thermal smearing of the edge. Let \(V_T=kT/q=25.85\) mV. Multiplying \(\varepsilon_s\phi''=-qN(1-e^{\phi/V_T})\) by \(\phi'\) and integrating from neutral film to the interface, where \(\phi=-\psi\), gives

\[
\frac{\varepsilon_s}{2}\phi'(0)^2=qN\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right].
\]

For \(\psi\) of several \(V_T\), a given uncovered charge thus needs about \(V_T\) more band bending than in (1). By (1), the voltage per unit depth is \(qN/C_i+qNw/\varepsilon_s\approx46+5=51\) mV/nm. The missing 26 mV therefore costs about 0.5 nm.

### (b) Electrons that remain

At finite temperature no sharp edge exists, and \(U_{fd}\) needs an interpretation. Let \(n(z)=Ne^{\phi/V_T}\) and let \(\phi_b=\phi(t)\) be the back potential. Since \(\phi'(t)=0\),

\[
\phi'(z)=\frac{q}{\varepsilon_s}\int_z^t(N-n)\,dz' .
\]

Integrating over the film and exchanging the order of integration,

\[
\phi_b-\phi(0)=\frac{q}{\varepsilon_s}\int_0^t z\,(N-n)\,dz .
\]

The insulator gives \(\phi(0)=U+(q/C_i)\int_0^t(N-n)\,dz\). Adding the two and separating the donor terms, which make up \(-U_{fd}\),

\[
\phi_b=U-U_{fd}-q\int_0^t n\left(\frac1{C_i}+\frac{z}{\varepsilon_s}\right)dz . \tag{3}
\]

Well beyond full depletion the integral is negligible and \(\phi_b=U-U_{fd}\). So \(U_{fd}\) is the voltage at which the back potential of the emptied film extrapolates to zero. Extrapolating the numerical solution from \(-6\) and \(-8\) V gives \(-2.5461\) V, in agreement with (2). These two voltages serve only the extrapolation in the hole-free model: the whole film then lies more than 3.4 V below the potential of neutral film. This exceeds the gap of a typical oxide film, which in equilibrium would then hold holes.

In this regime \(\phi=\phi_b-qN(t-z)^2/(2\varepsilon_s)\). With \(s=t-z\) and the Debye length \(L_D=\sqrt{\varepsilon_sV_T/(qN)}=11.95\) nm, the fraction of electrons left is

\[
r=\frac{e^{\phi_b/V_T}}{t}\int_0^t e^{-s^2/(2L_D^2)}ds
=\frac{L_D}{t}\sqrt{\frac{\pi}{2}}\;\mathrm{erf}\!\left(\frac{t}{\sqrt2L_D}\right)e^{(U-U_{fd})/V_T}. \tag{4}
\]

The prefactor is 0.30. At 0.3 V beyond \(U_{fd}\), both (4) and the numerical solution give \(r=2.73\times10^{-6}\).

At \(U_{fd}\) itself (4) would give 30%, but its premise fails there. The numerical solution gives 2.45%, or about \(1.2\times10^{10}\) electrons per \(\mathrm{cm^2}\). Equation (3) accounts for the reduction: the insulator part of the integral is \(0.0245\times2.32\ \mathrm V=57\) mV, and the film part is at most \(0.0245\times0.45\ \mathrm V=11\) mV. The back potential is thus 57 to 68 mV below zero, which lowers the electron density there by a factor of 9 to 14. At 350 K, with \(U\) unchanged, 2.80% remain. Holding \(V_G\) fixed is a different condition. With the electron mass used in part (c), the Fermi level of neutral film sinks by about 24 meV. If the gate work function and the electron affinity stay fixed, \(V_{FB}\) falls by 24 mV, and about 3.5% remain.

For one electron in a thousand, (4) gives

\[
U=U_{fd}+V_T\ln\frac{10^{-3}}{0.30}=-2.546-0.147=-2.69\ \mathrm V .
\]

The numerical solution also gives \(-2.69\) V. In the trap-free model the next decade takes about 62 mV, because the remaining electrons still screen the gate slightly. Further out, each decade takes \(V_T\ln10=59.5\) mV.

### (c) What the ideal model leaves out

Each correction below is taken alone, with a rough illustrative density. Full depletion still means that the highest potential of the electron-free film extrapolates to zero.

**Interface traps.** Let there be \(D_{it}=10^{11}\ \mathrm{cm^{-2}eV^{-1}}\), with occupation changing sharply at the Fermi level. Band bending \(\psi=0.226\) V empties the traps in an energy range of 0.226 eV and leaves a positive charge \(qD_{it}\psi\). The gate must balance it through the insulator:

\[
\Delta U=-\frac{qD_{it}\psi}{C_i}=-0.105\ \mathrm V,\qquad U_{fd}=-2.65\ \mathrm V .
\]

**Gap states in the film.** Let their density be \(g=10^{17}\ \mathrm{cm^{-3}eV^{-1}}\), uniform in energy, with their flat-band charge counted in \(N\). Where \(\phi<0\) they empty and add the charge density \(-qg\phi\). In terms of \(s\),

\[
\frac{d^2\phi}{ds^2}=\frac{\phi-N/g}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon_s}{qg}}=74.3\ \mathrm{nm}.
\]

With \(\phi=d\phi/ds=0\) at \(s=0\), the solution is \(\phi=(N/g)[1-\cosh(s/\lambda)]\). The film charge per area is \(\varepsilon_s|d\phi/ds|\) at \(s=t\). Dividing it by \(C_i\) and adding the band bending,

\[
-U_{fd}=\frac Ng\left[\cosh\frac t\lambda-1+\frac{\varepsilon_s}{C_i\lambda}\sinh\frac t\lambda\right].
\]

Here \(N/g=1\) V, and the result is \(U_{fd}=-2.73\) V, a shift of \(-0.19\) V. For \(g\to0\), expanding the hyperbolic functions recovers (2).

This is the shift of \(U_{fd}\) only. Leaving one electron in a thousand requires a back potential about 0.15 V below zero, and the gap states emptied on the way add a charge density of about \(0.15\,qN\) throughout the film. That voltage therefore shifts by roughly a further \(-0.4\) V. Interface traps also keep emptying beyond \(U_{fd}\): with the density above, they shift the same voltage by a further \(-(0.15\ \mathrm V)\,qD_{it}/C_i\approx-0.07\) V.

**Electrons trapped on the back surface.** A sheet density \(\sigma=10^{11}\ \mathrm{cm^{-2}}\) uncovers an equal number of donors, which in the depletion approximation fill a layer of depth \(\sigma/N=10\) nm at the back. The band bending over such a layer is only 9 mV, less than \(V_T\), so the layer is not really emptied: at \(U=0\) the electron density at the back is still about \(0.38\,N\). The construction nevertheless gives the extrapolated \(U_{fd}\), which refers to the electron-free film. \(U\) is measured from the flat band without back charge, which this charge moves by only about 1 mV. The gate has to deplete the remaining 40 nm. By (1),

\[
U_{fd}=-(0.8\times2.320+0.64\times0.226)\ \mathrm V=-2.00\ \mathrm V,
\]

a shift of \(+0.55\) V. The numerical solution, with each of these charges included in turn, agrees with the three formulas to within \(10^{-5}\) V.

**Smaller effects.**

- **Degeneracy.** With a rough electron mass of \(0.34\,m_e\), the effective density of states is \(N_c=5.0\times10^{18}\ \mathrm{cm^{-3}}\). The leading degeneracy correction to the Fermi level, \(kTN/(\sqrt8N_c)\), is 0.18 meV.
- **Holes.** The Fermi level of neutral film lies 0.10 eV below the conduction band. With a rough gap of 3.1 eV, it is still \(3.1-0.10-0.23=2.77\) eV above the valence band at the interface. Taking equal densities of states in both bands, the equilibrium hole density is about \(10^{-28}\ \mathrm{cm^{-3}}\) for the band bending of the depletion approximation. With Boltzmann electrons the interface potential at \(U_{fd}\) is \(-0.28\) V and the density is about \(10^{-27}\ \mathrm{cm^{-3}}\). Either is nil. A much thicker film or a much more negative gate voltage would violate this assumption, once the interface potential lies nearly a full gap below that of neutral film.
- **Breakdown and tunnelling.** The insulator field is 0.23 MV/cm, against a breakdown field of roughly 10 MV/cm. For a rough barrier of 3 eV and a tunnelling mass of \(0.4\,m_e\), the semiclassical transmission through the insulator is roughly \(e^{-860}\), which is nil.

### Comparison with real transistors

The parameters are in the regime of amorphous indium gallium zinc oxide transistors: a film some tens of nanometres thick, relative permittivity near 10, and a silicon dioxide gate insulator. The donor density depends strongly on processing, and since \(U_{fd}\) is proportional to it, the value \(-2.55\) V belongs to the stated density and not to the material. The assumption most at risk in a real device is the absence of traps and surface charge, above all on an unprotected back surface. For the illustrative densities used here, the separate shifts of \(U_{fd}\) run from \(-0.19\) to \(+0.55\) V, and they grow with larger densities. They exceed the degeneracy and hole corrections, so the second decimal of \(-2.55\) V has meaning within the ideal model but does not predict a particular device. Thermal smearing does not move the extrapolated \(U_{fd}\), but it matters for how empty the film is: leaving one electron in a thousand takes about 0.15 V beyond \(U_{fd}\), even without traps.

## Values computed for the example and the checks

```
Film thickness: 50 nm; insulator: 100 nm
Net donor density: 1.0e+17 cm^-3
Relative permittivity, film: 10.0; insulator: 3.9
Temperature: 300 K; kT/q: 25.85 mV
Donor sheet density N t: 5.00e+11 cm^-2
Donor sheet charge q N t: 0.0801 uC/cm2
Insulator capacitance: 34.53 nF/cm2
Insulator voltage drop: 2.3199 V
Band bending in film: 0.2262 V
Full-depletion voltage U_fd: -2.5461 V from flat band
Same, extrapolated from full solution: -2.5461 V
U_fd with 10% more donors: -2.8007 V
U for half depletion: -1.2165 V
Depth there, depletion law: 25.00 nm
Depth there, full solution: 24.51 nm
Debye length: 11.95 nm
Electrons left at U_fd, 300 K: 2.45 %
Electrons left at U_fd, 350 K: 2.80 %
Electrons left 0.3 V beyond U_fd, full solution: 2.733e-06
Electrons left 0.3 V beyond U_fd, law: 2.734e-06
U leaving 1 electron in 1000, full solution: -2.6908 V
U leaving 1 electron in 1000, law: -2.6935 V
Gate swing per decade beyond U_fd: 59.5 mV
Interface traps (rough): 1e+11 cm^-2 eV^-1
U_fd with interface traps: -2.6510 V; shift -0.105 V
Gap states in film (rough): 1e+17 cm^-3 eV^-1
Gap-state screening length: 74.3 nm
U_fd with gap states: -2.7336 V; shift -0.188 V
Trapped electrons on back (rough): 1e+11 cm^-2
Depth depleted from the back: 10.0 nm
U_fd with back charge: -2.0007 V; shift +0.545 V
Insulator field: 0.232 MV/cm
Insulator breakdown field (rough): 10 MV/cm
Largest film field: 0.0905 MV/cm
Electron mass in film (rough): 0.34 m_e
Conduction-band density of states: 4.97e+18 cm^-3
Fermi level below band edge, neutral film: 0.101 eV
Fermi-level shift by degeneracy: 0.18 meV
Band gap of film (rough): 3.1 eV
Equilibrium holes at interface: 1e-28 cm^-3
Tunnel barrier (rough): 3.0 eV; mass 0.4 m_e
Tunnelling exponent through insulator: 863
```
